# Watson's centrifugal-distortion dipole and the forbidden rotational spectrum of methane, part 2

A tetrahedral molecule XY$_4$, such as methane, has no permanent dipole in its ground electronic and vibrational state, but its rotation distorts it and creates one. In a calculation described below, the resulting pure rotational absorption of methane at 296 K is strongest for the transitions from $J=12$ to $J=13$, near 139 cm$^{-1}$. A spherical top with the same rotational constant $B$ and a fixed dipole along a body axis would absorb most strongly from $J=8$. The task is to find the line strengths and explain this shift.

The body axes $x,y,z$ are placed so that the outer atoms lie along $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$ from the central atom. The dipole along a space-fixed axis $F$ is $M_F$. Tetrahedral symmetry and time reversal, which excludes terms of odd degree in the angular momentum, give its leading form

$$M_F=\theta\sum_{\alpha}\lambda_{F\alpha}X_\alpha, \tag{1}$$

with

$$X_x=J_yJ_z+J_zJ_y,\qquad X_y=J_zJ_x+J_xJ_z,\qquad X_z=J_xJ_y+J_yJ_x.$$

This operator is Hermitian as written. The constant $\theta$ comes from the centrifugal displacement of the two vibrational modes of species F$_2$, whose frequencies are denoted $\omega$.

For $^{12}$CH$_4$, the Hartree–Fock method in the 6-311++G(d,p) basis gives $\theta=9.08\times10^{-6}\,ea_0=23.1$ μD and $B=5.335$ cm$^{-1}$. The lower F$_2$ mode has wavenumber 1453 cm$^{-1}$, so that $B/\omega=0.0037$. Two other bases give $\theta=21.2$ and 20.9 μD, and second-order Møller–Plesset theory, which includes electron correlation, gives 24.5 μD.

## Line strengths and their growth with J

The body axes are $x,y,z$, $\lambda_{F\alpha}$ is the cosine between body axis $\alpha$ and space axis $F$, and $J$ is in units of $\hbar$. The body components obey $[J_x,J_y]=-iJ_z$ and $[J_\alpha,\lambda_{F\beta}]=-i\sum_\gamma\epsilon_{\alpha\beta\gamma}\lambda_{F\gamma}$. In the ground vibronic state the dipole is $M_F=\theta\sum_\alpha\lambda_{F\alpha}X_\alpha$, with $X_x=J_yJ_z+J_zJ_y$ and cyclic partners. For methane the Hartree–Fock value is $\theta=23.1$ μD, and $B=5.335$ cm$^{-1}$.

The states of a spherical top are $|JkM\rangle$, where $k$ is the eigenvalue of $J_z$ and $M$ that of the component along a space axis. The total strength between two values of $J$ is

$$S(J\to J')=\sum_{F,M,M',k,k'}|\langle J'k'M'|M_F|JkM\rangle|^2 .$$

It contains all the tetrahedral components into which a line is split, and for the moment no nuclear spin. Because $X_\alpha$ preserves $J$ and $\lambda_{F\alpha}$ is a vector in space, $J'-J$ can be $0$ or $\pm1$.

The sum is simplest after a change of operator. To a homogeneous cubic polynomial $f=\sum f_{\alpha\beta\gamma}v_\alpha v_\beta v_\gamma$ with symmetric coefficients, assign

$$O_F[f]=\sum_{\alpha\beta\gamma}f_{\alpha\beta\gamma}\lambda_{F\alpha}J_\beta J_\gamma .$$

For $f=xyz$ the six nonzero coefficients are $\tfrac16$, so $M_F=6\theta\,O_F[xyz]$. For $f=(x-iy)^3$ the operator is the single product $\lambda_-J_-^2$, with $\lambda_-=\lambda_x-i\lambda_y$ and $J_-=J_x-iJ_y$. Both polynomials satisfy Laplace's equation. The harmonic cubic polynomials form a seven-dimensional irreducible representation of the rotation group. Let $N[f]$ be the sum of the squared matrix elements of $O_F[f]$ over $F$ and all states of the given $J$ and $J'$. A rotation of the body axes is a unitary transformation of these states, so $N[f]$ is an invariant quadratic form. By Schur's lemma it is a constant times the average of $|f|^2$ over directions.

The ratio of the two averages can be taken from a Gaussian distribution with unit variance along each axis, because the radial factor is common. There $\langle x^2y^2z^2\rangle=1$. The variable $u=x^2+y^2$ has the distribution $\tfrac12e^{-u/2}$, so $\langle u^3\rangle=2^3\cdot3!=48$. Therefore

$$S=36\,\theta^2N[xyz]=\frac{36}{48}\,\theta^2N[(x-iy)^3]=\tfrac34\theta^2\sum|\lambda_-J_-^2|^2. \tag{5}$$

The commutator $[J_z,J_-]=J_-$ shows that $J_-$ raises $k$, a consequence of the minus sign in the body-frame commutators. Also $J_-^\dagger J_-=J_x^2+J_y^2-i[J_x,J_y]=J^2-J_z^2-J_z$, so

$$J_-|k\rangle=r_J(k)|k+1\rangle,\qquad r_J(k)^2=(J-k)(J+k+1).$$

The operator $\lambda_-$ also raises $k$ by one. Let $G_{J'}(m)$ be the sum over $F,M,M'$ of its squared elements from $|J,m\rangle$ to $|J',m+1\rangle$. It follows from two properties. First, $\lambda_-$ commutes with $J_-$, because

$$[J_-,\lambda_-]=-i[J_x,\lambda_y]-i[J_y,\lambda_x]=-\lambda_z+\lambda_z=0 .$$

Taking the element of $\lambda_-J_-=J_-\lambda_-$ from $m$ to $m+2$, for each $F,M,M'$, gives

$$\frac{G_{J'}(m+1)}{G_{J'}(m)}=\frac{r_{J'}(m+1)^2}{r_J(m)^2}.$$

For $J'=J+1$ the ratio is $(J-m)(J+m+3)/[(J-m)(J+m+1)]$, so $G_{J+1}$ is proportional to $(J+m+1)(J+m+2)$. For $J'=J$ it is $(J-m-1)(J+m+2)/[(J-m)(J+m+1)]$, so $G_J$ is proportional to $(J-m)(J+m+1)$. For $J'=J-1$ it is $(J-m-2)/(J-m)$, so $G_{J-1}$ is proportional to $(J-m)(J-m-1)$.

Second, the direction cosines are complete: $\sum_F\lambda_-^\dagger\lambda_-=\sum_F(\lambda_x^2+\lambda_y^2)=2$. Summed over the $2J+1$ values of $M$, this reads

$$c_1(J+m+1)(J+m+2)+c_0(J-m)(J+m+1)+c_{-1}(J-m)(J-m-1)=2(2J+1).$$

For $J\ge1$ this holds at three or more values of $m$, and is therefore an identity between polynomials of second degree. Setting $m=J$ gives $c_1=1/(J+1)$. Setting $m=-J-1$ gives $c_{-1}=1/J$. The coefficient of $m^2$ must vanish, so $c_0=c_1+c_{-1}=(2J+1)/[J(J+1)]$. For $J=0$ the operator $J_-^2$ gives zero, and no strength arises.

For $J\to J+1$, start from $k$, raise twice with $J_-$, and apply $\lambda_-$ from $m=k+2$. With $p=J-k$ and $q=J+k$, so that $p+q=2J$,

$$\sum|\lambda_-J_-^2|^2=\frac1{J+1}\sum_{p+q=2J}p(p-1)(q+1)(q+2)(q+3)(q+4)=\frac{48}{J+1}\sum_{p+q=2J}\binom p2\binom{q+4}4 .$$

Such sums follow from generating functions. The series $\sum_p\binom pu t^p=t^u/(1-t)^{u+1}$ and $\sum_q\binom{q+v}vt^q=1/(1-t)^{v+1}$ have the product $t^u/(1-t)^{u+v+2}$. Its coefficient of $t^n$ gives

$$\sum_{p+q=n}\binom pu\binom{q+v}v=\binom{n+v+1}{u+v+1}. \tag{6}$$

With $n=2J$, $u=2$, $v=4$, equation (5) becomes

$$S(J\to J+1)=\frac{36\,\theta^2}{J+1}\binom{2J+5}7 .$$

The numerator of the binomial coefficient is $(2J+5)(2J+4)(2J+3)(2J+2)(2J+1)(2J)(2J-1)$, and its denominator is 5040. The three even factors give $8J(J+1)(J+2)$, the factor $J+1$ cancels, and $36\cdot8/5040=2/35$. Hence

$$\boxed{S(J\to J+1)=\tfrac2{35}\,\theta^2J(J+2)(2J-1)(2J+1)(2J+3)(2J+5)} \tag{7}$$

In terms of $n=J+1$ this is $\tfrac2{35}\theta^2(n^2-1)(4n^2-1)(4n^2-9)$, which is even in $n$. It grows as $\tfrac{32}{35}\theta^2n^6$. Replacing $n$ by $J$ in this limit is poor at moderate $J$: at $J=20$ the strength is 1.33 times $\tfrac{32}{35}\theta^2J^6$. By Hermiticity, $S(J+1\to J)$ equals (7).

For $J\to J$ the last factor is $c_0(J-k-2)(J+k+3)$, and the sum is

$$\frac{2J+1}{J(J+1)}\sum_{p+q=2J}p(p-1)(p-2)(q+1)(q+2)(q+3)=\frac{36(2J+1)}{J(J+1)}\binom{2J+4}7 ,$$

from (6) with $u=v=3$. The even factors of this binomial coefficient give $16(J+2)(J+1)J(J-1)$. With the factor $\tfrac34$ of (5), and $27\cdot16/5040=3/35$,

$$S(J\to J)=\tfrac3{35}\,\theta^2(J-1)(J+2)(2J-1)(2J+1)^2(2J+3). \tag{8}$$

At $J=10$, equation (7) gives $1.573\times10^6\,\theta^2$ and (8) gives $1.784\times10^6\,\theta^2$. Transitions within one $J$ have zero frequency in a rigid spherical top. They absorb only through the small tetrahedral splittings of the level, so a large strength does not make them strong in absorption.

The classical limit confirms the numerical factors. At large $J$ the strengths for $J'=J-1,J,J+1$ add to $(32+48+32)\theta^2J^6/35=\tfrac{16}5\theta^2J^6$. Classically, the squared dipole is $4\theta^2(J_y^2J_z^2+J_z^2J_x^2+J_x^2J_y^2)$. The average of $y^2z^2$ over directions is $1/15$, so the mean is $\tfrac45\theta^2J^4$. There are about $4J^2$ states, and the product is the same.

A fixed dipole $\mu_0$ along a body axis provides the comparison. By the argument that led to (5), now for linear polynomials, the squared elements of $\lambda_z$ sum to half those of $\lambda_-$, since $\langle z^2\rangle$ is half of $\langle x^2+y^2\rangle$. Using (6) with $u=0$, $v=2$,

$$S_{\rm fixed}=\frac{\mu_0^2}{2(J+1)}\sum_m(J+m+1)(J+m+2)=\frac{\mu_0^2}{J+1}\binom{2J+3}3=\frac{\mu_0^2}3(2J+1)(2J+3).$$

Equating this to (7) defines the effective dipole of the transition,

$$\mu_{\rm eff}=\theta\left[\tfrac6{35}J(J+2)(2J-1)(2J+5)\right]^{1/2}, \tag{9}$$

which tends to $0.83\,\theta J^2$. For methane at $J=10$ the bracket is $\tfrac6{35}\cdot10\cdot12\cdot19\cdot25=9771$, and $\mu_{\rm eff}=23.1\times98.9$ μD, or $2.3\times10^{-3}$ D. At $J=1$ it is 44 μD, and at $J=20$ it is $8.4\times10^{-3}$ D.

The tetrahedral components have their own selection rule. Rotational levels can be labelled by the 24 rotations that carry a cube into itself, a group with species A$_1$, A$_2$, E, F$_1$ and F$_2$. A quarter turn about $z$ takes $x$ to $y$ and $y$ to $-x$, so it reverses $xyz$ and with it $M_F$. The twelve rotations that carry the tetrahedron into itself leave $M_F$ unchanged. The dipole is thus of species A$_2$, and it connects A$_1$ with A$_2$, E with E, and F$_1$ with F$_2$.

Nuclear spin gives these species different weights. The twelve tetrahedral rotations permute the four protons evenly, and an even permutation of fermions must leave the total state unchanged. The odd permutations exchange the two mirror-image labellings of the protons. They fix how the two are combined and add no further states. The 16 proton spin states consist of one quintet, three triplets and two singlets. Under the even permutations the quintet gives five states of species A, the triplets give three sets of species F, and the singlets form one pair of species E.

A rotational function of species A combines with five spin states. A pair of E functions and the spin pair form two invariant states, one for each rotational function. Three F functions and three spin sets form three invariant states, again one for each function. Since the dipole does not act on spin, the weighted strength is

$$S_{\rm ns}=5S_{\rm A}+S_{\rm E}+S_{\rm F}=S+4S_{\rm A}, \tag{10}$$

where $S_{\rm A}$ is the part carried by A$_1$–A$_2$ transitions.

The values of $S_{\rm A}$ used here come from explicit matrices of $M_F$, projected on species A by averaging over the twelve rotations. At $J=4$ there is an A$_1$ level but no A$_2$ level at $J=5$ to receive it, and the weight leaves the strength at $12355\,\theta^2$. At $J=3$ the strength rises from $2970\,\theta^2$ to $8010\,\theta^2$, so $S_{\rm A}=(8010-2970)\theta^2/4=1260\,\theta^2$. At large $J$ the identity dominates the average over twelve rotations, because the others multiply smooth functions of $k$ by oscillating phases. The share of $S_{\rm A}$ then tends to $1/12$, and the mean spin factor to $1+4/12=4/3$. At $J=20$ the factor is still 1.28.

The absorption follows from the golden rule. A field $E_0\cos\omega t$ drives a transition of frequency $\omega_0$ at the rate $\pi|\mu_Z|^2E_0^2\,\delta(\omega-\omega_0)/(2\hbar^2)$, where $\mu_Z$ is the matrix element along the field. Multiplication by $\hbar\omega$ and division by the energy flux $\tfrac12c\varepsilon_0E_0^2$ give the cross section $\pi\omega|\mu_Z|^2\delta(\omega-\omega_0)/(\varepsilon_0\hbar c)$. Summed over $M$ and $M'$, the square along one axis is a third of the sum over $F$. Integration over wavenumber $\tilde\nu=\omega/2\pi c$, with thermal populations and stimulated emission, gives the absorption per molecule:

$$A_J=\frac{2\pi^2\tilde\nu}{3\varepsilon_0hc}\,\frac{S_{\rm ns}\,e^{-E_J/k_{\rm B}T}}{Q}\left(1-e^{-hc\tilde\nu/k_{\rm B}T}\right). \tag{11}$$

Here $S_{\rm ns}$ is in C$^2$m$^2$, $E_J/hc=BJ(J+1)$, $\tilde\nu=2B(J+1)$, and $Q$ is the partition sum over the allowed spin-rotation states. Centrifugal energy shifts, vibrational excitation and the splitting within each line are omitted.

At 296 K, $k_{\rm B}T/hc=205.7$ cm$^{-1}$ and the sum gives $Q=569.7$. For $J=12$, $\tilde\nu=138.7$ cm$^{-1}$ and $S_{\rm ns}=6.03\times10^6\,\theta^2$. The Boltzmann factor is $e^{-5.335\times156/205.7}=0.0175$, and the emission factor is $1-e^{-138.7/205.7}=0.490$. In SI units $\theta=7.70\times10^{-35}$ C m, and the constant $2\pi^2/(3\varepsilon_0hc)$ is $3.74\times10^{36}$ C$^{-2}$. Hence

$$A_{12}=3.74\times10^{36}\times13870\times(7.70\times10^{-35})^2\times\frac{6.03\times10^6\times0.0175\times0.490}{569.7}\ \mathrm m,$$

which is $2.8\times10^{-26}$ m, or $2.8\times10^{-24}$ cm per molecule. The corresponding values are $1.4\times10^{-29}$ cm at $J=1$, $1.2\times10^{-25}$ cm at $J=5$ and $1.1\times10^{-25}$ cm at $J=20$. The sum from $J=0$ to $J=30$ is $2.1\times10^{-23}$ cm per molecule. All these values scale as $\theta^2$, so a relative error in $\theta$ enters them twice. Values of $\theta$ between 20.9 and 24.5 μD, the range found with other bases and with electron correlation, change them by $-18$% to $+12$%.

The position of the maximum can now be read from powers of $J$. With the spin factor smoothed, (11) varies as $J^6e^{-BJ^2/k_{\rm B}T}$ times $\tilde\nu(1-e^{-hc\tilde\nu/k_{\rm B}T})$. The last factor grows as $J^2$ when $hc\tilde\nu\ll k_{\rm B}T$ and as $J$ in the opposite limit. A function $J^se^{-BJ^2/k_{\rm B}T}$ is largest at $J^2=sk_{\rm B}T/(2hcB)$ when $B$ is a wavenumber, and here $k_{\rm B}T/hcB=38.6$. For $s$ between 7 and 8 this puts the maximum between $J=11.6$ and $12.4$. For a fixed dipole the strength grows as $J^2$, $s$ lies between 3 and 4, and the estimate is between 7.6 and 8.8. Both estimates are too high by about three quarters, because the strength and $\tilde\nu$ contain $J+1$ where $J$ was written, and the Boltzmann factor contains $J(J+1)\approx(J+\tfrac12)^2$. With a uniform spin factor, the full formulas put the maximum for the fixed dipole at $J=8$. For the distortion dipole they make the absorption from $J=11$ and from $J=12$ equal within 0.2%, and the actual spin weights decide for $J=12$. The four extra powers of $J$ in the squared dipole thus account for most of the shift.

The formulas hold while the distortion is small. Time reversal excludes a cubic term in the dipole, so the next term is of fourth degree, with a natural relative size of $(BJ/\omega)^2$. For the lower F$_2$ mode of methane at $J=20$ this estimate is $(20\times0.0037)^2\approx0.005$, apart from a numerical factor that is not determined here. The expansion fails when rotation deforms the molecule strongly, or when another vibrational or electronic state comes close enough for the ground state to mix with it appreciably.
